# Why the linearized phonon-scattering lifetime is not the Pauli-blocked loss rate: verification in Python

```python
"""
Result under test: when the electron-phonon collision term is linearized in the
electron occupations, the decay rate of a deviation in state k is
  1/tau_k = 2 pi sum_k' |g|^2 [ (N+1-f') delta(e-e'-w) + (N+f') delta(e-e'+w) ],
not the Pauli-blocked loss rate
  L_k = 2 pi sum_k' |g|^2 (1-f') [ (N+1) delta(e-e'-w) + N delta(e-e'+w) ].
In equilibrium L_k = (1-f_k)/tau_k.
Symbols: f, f' electron occupations of k, k'; N phonon occupation; w phonon
energy; e, e' electron energies. Phonons stay in equilibrium.
Numbers: energies in eV, lengths in angstrom, rates as hbar/tau in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

HBAR_EVS = const.hbar / const.e
KT = 0.025            # thermal energy, eV
PHONON = 0.05         # phonon energy, eV
MU = 0.10             # chemical potential above band edge, eV
MASS = 0.3            # band mass, electron masses
COUPLING = 10.0       # |g|^2 times crystal volume, eV^2 angstrom^3
# hbar^2 / (2 m), eV angstrom^2
KIN = const.hbar**2 / (2 * MASS * const.m_e) / const.e * 1e20


def fermi(energy, mu=MU):
    return expit(-(energy - mu) / KT)


def bose(omega):
    return 1.0 / np.expm1(omega / KT)


def dos(energy):
    """States per spin, per eV and cubic angstrom, of the parabolic band."""
    return np.sqrt(np.maximum(energy, 0.0)) / (4 * np.pi**2 * KIN**1.5)


def collision(f, out, weight):
    """Nonlinear collision term; out[k,k'] is the bare rate k -> k'."""
    loss = (out * weight) @ (1 - f)
    gain = (out.T * weight) @ f
    return -f * loss + (1 - f) * gain


def jacobian(f, out, weight, step=1e-3):
    """Central differences, exact for a quadratic function up to rounding."""
    shift = step * np.eye(len(f))
    plus = collision(f[:, None] + shift, out, weight)
    minus = collision(f[:, None] - shift, out, weight)
    return (plus - minus) / (2 * step)


# ---- Test A: random couplings on a ladder of levels one phonon apart ----
rng = np.random.default_rng(4)
level = np.repeat(np.arange(4), 3)
n_small = len(level)
g2 = rng.uniform(0.2, 1.0, (n_small, n_small))
g2 = (g2 + g2.T) / 2
N = bose(PHONON)
below = (level[:, None] - level[None, :] == 1).astype(float)
above = below.T
out_small = 2 * np.pi * g2 * ((N + 1) * below + N * above)
ones = np.ones(n_small)


def small_rate(f):
    return np.sum(2 * np.pi * g2 * ((N + 1 - f) * below + (N + f) * above),
                  axis=1)


f_random = rng.uniform(0.05, 0.95, n_small)
J_random = jacobian(f_random, out_small, ones)
fk = f_random[:, None]
return_terms = 2 * np.pi * g2 * ((N + fk) * below + (N + 1 - fk) * above)
expected = return_terms - np.diag(small_rate(f_random))
jac_error = np.max(np.abs(J_random - expected))
assert jac_error < 1e-9

f_eq = fermi(level * PHONON)
assert np.max(np.abs(collision(f_eq, out_small, ones))) < 1e-12
J_eq = jacobian(f_eq, out_small, ones)
blocked_eq = out_small @ (1 - f_eq)
assert np.allclose(blocked_eq, -(1 - f_eq) * np.diag(J_eq), rtol=1e-9)
# the relation needs equilibrium: it must fail for random occupations
blocked_random = out_small @ (1 - f_random)
ratio_random = blocked_random / (-(1 - f_random) * np.diag(J_random))
assert np.max(np.abs(ratio_random - 1)) > 0.1

phi = rng.normal(size=n_small)
P = f_eq[:, None] * (1 - f_eq)[None, :] * out_small
phi_form = -np.sum(P * (phi[:, None] - phi[None, :]), axis=1)
assert np.allclose(J_eq @ (f_eq * (1 - f_eq) * phi), phi_form, atol=1e-9)


# ---- Continuum formulas for the isotropic model ----
def linewidth(energy, mu=MU, omega=PHONON):
    n = bose(omega)
    lower, upper = energy - omega, energy + omega
    return 2 * np.pi * COUPLING * ((n + 1 - fermi(lower, mu)) * dos(lower)
                                   + (n + fermi(upper, mu)) * dos(upper))


def blocked_loss(energy, mu=MU, omega=PHONON):
    n = bose(omega)
    lower, upper = energy - omega, energy + omega
    return 2 * np.pi * COUPLING * (
        (n + 1) * (1 - fermi(lower, mu)) * dos(lower)
        + n * (1 - fermi(upper, mu)) * dos(upper))


def blocked_gain(energy, mu=MU, omega=PHONON):
    n = bose(omega)
    lower, upper = energy - omega, energy + omega
    return 2 * np.pi * COUPLING * (n * fermi(lower, mu) * dos(lower)
                                   + (n + 1) * fermi(upper, mu) * dos(upper))


def density(mu):
    top = max(mu, 0.0) + 40 * KT
    pts = [PHONON, max(mu, 2 * PHONON)]
    return 2 * quad(lambda x: dos(x) * fermi(x, mu), 0, top,
                    points=pts, limit=300, epsabs=0)[0]


def mean_lifetime(rate, mu):
    """Average transport lifetime divided by hbar, in 1/eV."""
    top = max(mu, 0.0) + 40 * KT

    def integrand(x):
        f = fermi(x, mu)
        return dos(x) * x * f * (1 - f) / KT / rate(x, mu)
    pts = [PHONON, max(mu, 2 * PHONON)]
    value = quad(integrand, 0, top, points=pts, limit=300, epsabs=0)[0]
    return (4 / 3) * value / density(mu)


# ---- Test B: grid in energy and direction, full nonlinear collisions ----
spacing = 0.005
phonon_steps = round(PHONON / spacing)
n_energy = 240
nodes, node_weights = np.polynomial.legendre.leggauss(2)
index = np.repeat(np.arange(1, n_energy + 1), len(nodes))
cosine = np.tile(nodes, n_energy)
energy = index * spacing
weight = dos(energy) * spacing * np.tile(node_weights, n_energy) / 2
diff = index[:, None] - index[None, :]
out_grid = (2 * np.pi * COUPLING / spacing) * (
    (N + 1) * (diff == phonon_steps) + N * (diff == -phonon_steps))
f0 = fermi(energy)
J = jacobian(f0, out_grid, weight)

at_mu = np.where(index == round(MU / spacing))[0]
rate_from_grid = -J[at_mu[0], at_mu[0]]
assert abs(rate_from_grid / linewidth(MU) - 1) < 1e-8

# decay in time of a perturbation that is odd in direction
time_fs = 100.0
time = time_fs * 1e-15 / HBAR_EVS
amplitude = 0.1
f = f0.copy()
f[at_mu] += amplitude * np.sign(cosine[at_mu])
steps = 200
dt = time / steps
for _ in range(steps):
    k1 = collision(f, out_grid, weight)
    k2 = collision(f + dt / 2 * k1, out_grid, weight)
    k3 = collision(f + dt / 2 * k2, out_grid, weight)
    k4 = collision(f + dt * k3, out_grid, weight)
    f = f + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
odd_part = np.sum((f - f0)[at_mu] * np.sign(cosine[at_mu])) / 2
remaining = odd_part / amplitude
decay_true = np.exp(-linewidth(MU) * time)
decay_blocked = np.exp(-blocked_loss(MU) * time)
assert abs(remaining - decay_true) < 1e-6
assert abs(remaining - decay_blocked) > 0.1

# steady state in a weak field, with every return term kept
speed = 2 * np.sqrt(KIN * energy)                  # hbar v, eV angstrom
drive = -speed * cosine * f0 * (1 - f0) / KT       # unit force
delta_f = np.linalg.lstsq(J, drive, rcond=1e-8)[0]
current = 2 * np.sum(weight * speed * cosine * delta_f)
tau_grid = current / (2 * np.sum(weight * f0)) / (2 * KIN)
tau_true = mean_lifetime(linewidth, MU)
tau_blocked = mean_lifetime(blocked_loss, MU)
# one per cent covers the square-root edges on the finite energy grid
assert abs(tau_grid / tau_true - 1) < 0.01
assert abs(tau_grid / tau_blocked - 1) > 0.2

# ---- Test C: limits ----
dilute_ratio = (mean_lifetime(blocked_loss, -0.3)
                / mean_lifetime(linewidth, -0.3))
assert abs(dilute_ratio - 1) < 1e-4
soft = 1e-4
filled = blocked_loss(MU, MU, soft) + blocked_gain(MU, MU, soft)
empty = blocked_loss(MU, -1.0, soft) + blocked_gain(MU, -1.0, soft)
soft_total = filled / empty
soft_blocked = blocked_loss(MU, MU, soft) / blocked_loss(MU, -1.0, soft)
assert abs(soft_total - 1) < 1e-3
assert abs(soft_blocked - 0.5) < 1e-2

# ---- Worked example ----
to_fs = HBAR_EVS * 1e15
print(f"band mass: {MASS} electron masses")
print(f"phonon energy: {PHONON} eV; kT: {KT} eV")
print(f"chemical potential: {MU} eV; coupling: {COUPLING} eV^2 A^3")
print(f"hbar^2/(2m): {KIN:.4f} eV A^2")
print(f"electron density: {density(MU):.4e} A^-3")
print(f"phonon occupation N: {N:.4f}")
f_low, f_up = fermi(MU - PHONON), fermi(MU + PHONON)
print("State at the chemical potential:")
print(f" f' one phonon below: {f_low:.4f}; above: {f_up:.4f}")
print(f" density of states below: {dos(MU - PHONON):.4e} eV^-1 A^-3")
print(f" density of states above: {dos(MU + PHONON):.4e} eV^-1 A^-3")
print(f" factor N+1-f' (below): {N + 1 - f_low:.4f}")
print(f" factor N+f' (above): {N + f_up:.4f}")
print(f" blocked factor (N+1)(1-f') (below): {(N + 1)*(1 - f_low):.4f}")
print(f" blocked factor N(1-f') (above): {N*(1 - f_up):.4f}")
print("Rates as hbar/tau:")
for e_state in (0.06, 0.10, 0.20):
    full, loss = linewidth(e_state), blocked_loss(e_state)
    print(f" E={e_state:.2f} eV: f={fermi(e_state):.4f}, "
          f"full={full:.5f} eV, blocked={loss:.5f} eV, "
          f"ratio={loss/full:.4f}")
print(f"lifetime at E=mu: {to_fs/linewidth(MU):.1f} fs")
print(f"inverse blocked rate at E=mu: {to_fs/blocked_loss(MU):.1f} fs")
hv = 2 * np.sqrt(KIN * MU)
print(f"hbar v at E=mu: {hv:.4f} eV A")
print(f"mean free path, full rate: {hv/linewidth(MU):.1f} A")
print(f"mean free path, blocked rate: {hv/blocked_loss(MU):.1f} A")
print(f"odd perturbation left after {time_fs:.0f} fs:")
print(f" propagated, nonlinear: {remaining:.4f}")
print(f" exp(-t/tau): {decay_true:.4f}")
print(f" exp(-t L): {decay_blocked:.4f}")
print("Average transport lifetime at mu=0.1 eV:")
print(f" field solution on grid: {tau_grid*to_fs:.2f} fs")
print(f" lifetime formula: {tau_true:.2f} 1/eV = {tau_true*to_fs:.2f} fs")
print(f" with blocked rate: {tau_blocked*to_fs:.2f} fs")
print("Conductivity overestimate from the blocked rate:")
for mu_scan in (-0.10, 0.00, 0.05, 0.10):
    over = (mean_lifetime(blocked_loss, mu_scan)
            / mean_lifetime(linewidth, mu_scan))
    print(f" mu={mu_scan:.2f} eV: n={density(mu_scan):.3e} A^-3, "
          f"factor={over:.4f}")
print(f"soft phonon {soft} eV, rate at E=0.1 eV, mu=0.1 over mu=-1 eV:")
print(f" full: {soft_total:.5f}; blocked: {soft_blocked:.5f}")
print(f"largest Jacobian error, random ladder: {jac_error:.1e} eV")
print("all good")
```

Output:

```
band mass: 0.3 electron masses
phonon energy: 0.05 eV; kT: 0.025 eV
chemical potential: 0.1 eV; coupling: 10.0 eV^2 A^3
hbar^2/(2m): 12.6999 eV A^2
electron density: 2.5533e-05 A^-3
phonon occupation N: 0.1565
State at the chemical potential:
 f' one phonon below: 0.8808; above: 0.1192
 density of states below: 1.2515e-04 eV^-1 A^-3
 density of states above: 2.1676e-04 eV^-1 A^-3
 factor N+1-f' (below): 0.2757
 factor N+f' (above): 0.2757
 blocked factor (N+1)(1-f') (below): 0.1379
 blocked factor N(1-f') (above): 0.1379
Rates as hbar/tau:
 E=0.06 eV: f=0.8320, full=0.00715 eV, blocked=0.00120 eV, ratio=0.1680
 E=0.10 eV: f=0.5000, full=0.00592 eV, blocked=0.00296 eV, ratio=0.5000
 E=0.20 eV: f=0.0180, full=0.01692 eV, blocked=0.01662 eV, ratio=0.9820
lifetime at E=mu: 111.1 fs
inverse blocked rate at E=mu: 222.2 fs
hbar v at E=mu: 2.2539 eV A
mean free path, full rate: 380.5 A
mean free path, blocked rate: 761.0 A
odd perturbation left after 100 fs:
 propagated, nonlinear: 0.4066
 exp(-t/tau): 0.4066
 exp(-t L): 0.6377
Average transport lifetime at mu=0.1 eV:
 field solution on grid: 84.28 fs
 lifetime formula: 127.62 1/eV = 84.00 fs
 with blocked rate: 183.56 fs
Conductivity overestimate from the blocked rate:
 mu=-0.10 eV: n=7.136e-08 A^-3, factor=1.0053
 mu=0.00 eV: n=3.000e-06 A^-3, factor=1.2131
 mu=0.05 eV: n=1.107e-05 A^-3, factor=1.6710
 mu=0.10 eV: n=2.553e-05 A^-3, factor=2.1851
soft phonon 0.0001 eV, rate at E=0.1 eV, mu=0.1 over mu=-1 eV:
 full: 1.00000; blocked: 0.50000
largest Jacobian error, random ladder: 4.7e-13 eV
all good
```
